# Spin-orbit coupling in sp3 tight binding and the two-thirds rule

Q: You want to add spin-orbit coupling to an sp3 tight-binding model with one number per atom. The relativistic term involves the gradient of the whole crystal potential. How can one number be enough?

A: It is enough under an assumption. The term is

$$H_{so}=\frac{\hbar}{4m^2c^2}\,(\nabla V\times\mathbf p)\cdot\boldsymbol\sigma ,$$

with $V$ the electron's potential energy. It is large near a nucleus, where $V$ is steep and nearly spherical. There $\nabla V=(V'/r)\,\mathbf r$, and $\mathbf r\times\mathbf p=\hbar\mathbf L$ with $\mathbf L$ dimensionless, so

$$H_{so}=\frac{\hbar^2}{4m^2c^2}\,\frac{V'}{r}\,\mathbf L\cdot\boldsymbol\sigma .$$

The three p orbitals of an atom share one radial function. Averaging over it gives

$$H_{so}=\lambda\,\mathbf L\cdot\boldsymbol\sigma,\qquad \lambda=\frac{\hbar^2}{4m^2c^2}\left\langle\frac{1}{r}\frac{dV}{dr}\right\rangle .$$

An attractive core has $V'>0$, hence $\lambda>0$. Since $\mathbf L$ annihilates an s orbital, every matrix element involving s vanishes. Matrix elements between different atoms are neglected; that is the on-site approximation. As a test of the prefactor, $3\lambda$ for the 2p shell of hydrogen (a Coulomb potential of unit charge) was compared with the Dirac splitting: their ratio is 0.99997.

Q: The basis consists of real orbitals $x,y,z$, not states of definite angular momentum. What are the matrix elements?

A: Let $L_z=-i(x\partial_y-y\partial_x)$ act on the functions. It gives $L_zx=iy$, $L_zy=-ix$ and $L_zz=0$; the other components follow by cyclic permutation, for example $L_xz=-iy$ and $L_yz=ix$. With $(\sigma_x)_{\uparrow\downarrow}=1$ and $(\sigma_y)_{\uparrow\downarrow}=-i$,

$$\langle x{\uparrow}|H_{so}|y{\uparrow}\rangle=-i\lambda,$$
$$\langle x{\uparrow}|H_{so}|z{\downarrow}\rangle=\lambda\,(i)(-i)=\lambda,$$
$$\langle y{\uparrow}|H_{so}|z{\downarrow}\rangle=\lambda\,(-i)(1)=-i\lambda .$$

Reversing both spins gives $+i\lambda$, $-\lambda$ and $-i\lambda$ respectively. Hermitian conjugates complete the list; the rest are zero.

For the atomic levels, write $\mathbf J=\mathbf L+\boldsymbol\sigma/2$. Squaring gives $\mathbf L\cdot\boldsymbol\sigma=j(j+1)-2-\tfrac34$. This is $+1$ for $j=3/2$ (four states) and $-2$ for $j=1/2$ (two states), so the shell splits by $3\lambda$.

Q: That is an atom. Why should the crystal's valence top at $\Gamma$ split by the same amount, when its states are bonds between two atoms?

A: Take the diamond structure with equal atoms, an orthogonal basis and nearest-neighbour hopping. Atom $a$ is at the origin, and its neighbours $c$ are at $\mathbf d_1=(a/4)(1,1,1)$ and at $(a/4)(1,-1,-1)$, $(a/4)(-1,1,-1)$, $(a/4)(-1,-1,1)$, where $a$ in a length is the lattice constant. With $\mathbf b$ the unit vector of a bond, the hopping from p orbital $j$ on $c$ to $i$ on $a$ is $V_\pi\delta_{ij}+(V_\sigma-V_\pi)b_ib_j$. The s–p hopping is $\pm V_{sp}b_i$, with plus when s is on $a$.

At $\Gamma$ all Bloch phases are one. Since $\sum\mathbf b=0$, s and p decouple. Since $\sum b_ib_j=\tfrac43\delta_{ij}$, the p hopping is isotropic:

$$T_0=4V_\pi+\tfrac43(V_\sigma-V_\pi)=\tfrac43(V_\sigma+2V_\pi).$$

The valence p states lie at $E_p-|T_0|$. Equal atoms have the same $\lambda$, so $H_{so}$ acts as the identity on the atom label and leaves the bonding combination intact. Its six states, spin included, therefore split like the atomic shell:

$$\Delta_0=3\lambda .$$

Within this model there is no higher-order correction to it.

Q: Now move along [111]. All p orbitals and s can mix there, so I expect no simple result.

A: Threefold symmetry separates them. Let $\mathbf n=(1,1,1)/\sqrt3$ and $\mathbf k=f(\pi/a)(1,1,1)$, with $f=1$ at L. Then

$$\mathbf k\cdot\mathbf d_1=\frac{3\pi f}{4}\equiv\theta,$$

and the other three bonds each have phase $-\theta/3$. Put $g_1=e^{i\theta}$ and $g_2=e^{-i\theta/3}$.

The first bond is parallel to $\mathbf n$. Each of the others has component $-1/3$ along $\mathbf n$ and a transverse part of squared length $8/9$. These three transverse parts are 120° apart, so they sum to zero, which removes hopping between transverse p and either s or longitudinal p. The sum of their squares in any transverse direction is $\tfrac32\cdot\tfrac89=\tfrac43$. The transverse hopping is thus the same for both directions:

$$T=g_1V_\pi+g_2\left[3V_\pi+\tfrac43(V_\sigma-V_\pi)\right]=g_1V_\pi+g_2\,\frac{4V_\sigma+5V_\pi}{3}.$$

Without spin-orbit coupling, the valence doublet, called $\Lambda_3$, has energy $E_3=E_p-|T|$. The s and longitudinal p orbitals form four $\Lambda_1$ levels, with hoppings

$$T_{ss}=V_{ss}(g_1+3g_2),\qquad T_{sp}=\pm V_{sp}(g_1-g_2),$$
$$T_{\parallel}=g_1V_\sigma+3g_2\left[V_\pi+\tfrac19(V_\sigma-V_\pi)\right]=g_1V_\sigma+g_2\,\frac{V_\sigma+8V_\pi}{3}.$$

Q: Then what does $\mathbf L\cdot\boldsymbol\sigma$ do to the doublet by itself?

A: First-order degenerate perturbation theory needs its matrix within the doublet. Take transverse unit vectors with $\mathbf e_1\times\mathbf e_2=\mathbf n$. The rules above amount to $(L_k)_{ij}=-i\epsilon_{kij}$, so

$$\langle e_1|\mathbf L|e_2\rangle=-i\,\mathbf e_1\times\mathbf e_2=-i\,\mathbf n,$$

while the diagonal elements vanish. Only the component of $\mathbf L$ along $\mathbf n$ survives the projection:

$$H_{so}\to\lambda\,(\mathbf n\cdot\mathbf L)(\mathbf n\cdot\boldsymbol\sigma).$$

On $(\mathbf e_1\pm i\mathbf e_2)/\sqrt2$, $\mathbf n\cdot\mathbf L=\pm1$, and $\mathbf n\cdot\boldsymbol\sigma=\pm1$. Parallel orbital and spin moments, $m_j=\pm3/2$, give $+\lambda$; antiparallel ones, $m_j=\pm1/2$, give $-\lambda$. Hence, to first order,

$$\Delta_1=2\lambda=\tfrac23\,\Delta_0 .$$

The factor has a plain origin. At $\Gamma$ three degenerate orbitals let all components of $\mathbf L$ act, with eigenvalues $1$ and $-2$. Along [111] the longitudinal orbital has moved away in energy, and the remaining pair carries a moment along the axis alone, with eigenvalues $\pm1$.

Q: You have discarded the transverse components of $\mathbf L$. They still couple the doublet to the longitudinal orbital. How much does that cost?

A: With axes along $\mathbf e_1,\mathbf e_2,\mathbf n$, and $L_\pm=L_1\pm iL_2$, $\sigma_\pm=(\sigma_1\pm i\sigma_2)/2$,

$$\mathbf L\cdot\boldsymbol\sigma=L_n\sigma_n+L_+\sigma_-+L_-\sigma_+ .$$

The hopping on this line conserves the orbital index $m$, so $m_j$ is conserved in the model. States with $m_j=\pm3/2$ have no longitudinal partner. For equal atoms their shift is therefore $+\lambda$ without further correction:

$$E_{3/2}=E_p-|T|+\lambda .$$

For $m_j=1/2$, the state $|m{=}1,\downarrow\rangle$ couples to $|m{=}0,\uparrow\rangle$. Since $L_+|0\rangle=\sqrt2\,|1\rangle$, the atomic coupling is $\sqrt2\lambda$. In the crystal it is multiplied by an overlap of amplitudes on the two atoms. If $u_i$ are the doublet amplitudes and $z_{ni}$ the longitudinal p amplitudes of the $\Lambda_1$ level $n$, define

$$O_n=\sum_{i=a,c}z_{ni}^*u_i,\qquad P_n=|O_n|^2 .$$

The upper, antibonding doublet does not enter: its amplitudes are orthogonal to $u$, and $\lambda$ is the same on both atoms. Second-order perturbation theory gives

$$E_{1/2}=E_3-\lambda+\sum_n\frac{2\lambda^2P_n}{E_3-E_n},$$

and subtraction from $E_{3/2}$ gives

$$\Delta_1=2\lambda-\sum_n\frac{2\lambda^2P_n}{E_3-E_n}+O(\lambda^3).$$

A $\Lambda_1$ level below the doublet pushes the $m_j=\pm1/2$ pair up and reduces $\Delta_1$; a level above pushes it down and increases $\Delta_1$. The two-thirds rule is thus a leading-order law, valid when $\lambda$ is small compared with the distance to the $\Lambda_1$ levels that couple.

Q: But at $\Gamma$ one of those levels is degenerate with the doublet. Your expansion must break down there.

A: It does. Near $\Gamma$ the nearest $\Lambda_1$ valence level, a distance $D$ below $E_3$ and with overlap weight $P$, must be treated together with the doublet. Measured from $E_3$, the $m_j=1/2$ block is

$$\begin{pmatrix}-\lambda&\sqrt{2P}\,\lambda\\ \sqrt{2P}\,\lambda&-D\end{pmatrix}.$$

Its upper eigenvalue is $-(\lambda+D)/2+\sqrt{(D-\lambda)^2/4+2P\lambda^2}$. Subtracting this from $+\lambda$,

$$\Delta_1\simeq\frac{3\lambda+D}{2}-\sqrt{\frac{(D-\lambda)^2}{4}+2P\lambda^2}.$$

At $\Gamma$, $D=0$ and $P=1$. The root is $3\lambda/2$ and $\Delta_1=0$: the four $j=3/2$ states are degenerate. The lower eigenvalue is then $-2\lambda$, which recovers $\Delta_0=3\lambda$.

For small $D$ with $P$ held at 1, the quantity under the root is $9\lambda^2/4-\lambda D/2+D^2/4$. The root is $3\lambda/2-D/6$ to first order in $D$, so $\Delta_1\simeq D/2+D/6=2D/3$. The derivative of the root with respect to $P$ is $\lambda^2$ divided by the root, or $2\lambda/3$ at $\Gamma$, so the departure of $P$ from 1 adds $\tfrac23\lambda(1-P)$ to $\Delta_1$. Near $\Gamma$, $1-P$ grows at the same order in $f$ as $D$, so this term is negligible only when $\lambda(1-P)\ll D$; at $f=0.05$ in the example below it is 0.002 eV against $2D/3=0.029$ eV. When this holds and also $D\ll\lambda$, the splitting is governed mainly by the band separation rather than by $\lambda$.

For $D\gg\lambda$ the root is approximately $(D-\lambda)/2+2P\lambda^2/(D-\lambda)$, and

$$\Delta_1\simeq2\lambda-\frac{2P\lambda^2}{D-\lambda},$$

which returns to the rule. The splitting of the top valence bands thus starts from zero at $\Gamma$ and approaches $2\lambda$ farther out. How quickly it does so depends on $P$ as well as on $D/\lambda$, since a small $P$ weakens the coupling to the $\Lambda_1$ level. In the example below it is about half of $2\lambda$ at $D=1.7\lambda$ and 96% of it at $D=11\lambda$.

Q: Show me numbers. How far from $\Gamma$ must one go?

A: Take round model parameters, in eV: $E_s=-7$, $E_p=0$, $V_{ss}=-1.8$, $V_{sp}=2$, $V_\sigma=2.5$, $V_\pi=-0.5$, $\lambda=0.1$. At $\Gamma$, $T_0=\tfrac43(2.5-1.0)=2.0$, so the valence top without spin-orbit coupling is at $-2.0$ eV. The full $16\times16$ matrix gives $\Delta_0=0.300$ eV, and the rule predicts $\Delta_1=0.200$ eV. Along the line the same matrix gives:

| $f$ | $D$ (eV) | $P$ | $\Delta_1$ (eV) | $\Delta_1/\Delta_0$ |
|---|---|---|---|---|
| 0.05 | 0.044 | 0.967 | 0.030 | 0.101 |
| 0.10 | 0.167 | 0.885 | 0.097 | 0.323 |
| 0.20 | 0.569 | 0.676 | 0.175 | 0.582 |
| 0.30 | 1.077 | 0.493 | 0.192 | 0.641 |
| 0.50 | 2.194 | 0.243 | 0.200 | 0.668 |
| 1.00 | 4.205 | 0.000 | 0.202 | 0.675 |

At $f=0.05$ the two-band formula gives, in eV,

$$\Delta_1\simeq\frac{0.300+0.044}{2}-\sqrt{(0.028)^2+2(0.967)(0.1)^2}=0.172-0.142=0.030,$$

in agreement with the matrix. The second-order expansion gives $-0.240$ eV at the same point, which is meaningless because $D<\lambda$. At $f=0.3$, where $D$ is about eleven times $\lambda$, the ratio is 4% below $2/3$.

Q: At L the ratio is above two thirds, although the nearest valence level lies below the doublet. Your own sign rule says it should be below.

A: That level has $P=0$ at L, so it does not act. There $g_1=-g_2$, and the two p hoppings are

$$T=g_2\,\frac{4V_\sigma+2V_\pi}{3}=3.0\,g_2,\qquad T_\parallel=-g_2\,\frac{2V_\sigma-8V_\pi}{3}=-3.0\,g_2\ \text{(eV)}.$$

They have opposite signs. The lower transverse state has amplitudes $u=(1,-g_2^*)/\sqrt2$ on $(a,c)$. The same combination of longitudinal orbitals is the upper one, at $+3.0$ eV.

It mixes with one s combination. The s–p hopping is $V_{sp}(g_1-g_2)=-4g_2$ from p on $c$ to s on $a$, and $+4g_2$ from s on $c$ to p on $a$. Acting on the longitudinal state with amplitudes $u$, it gives $4(1,g_2^*)/\sqrt2$ on the s orbitals. Since $T_{ss}=V_{ss}(g_1+3g_2)=2V_{ss}g_2=-3.6g_2$, that s combination has energy $-7-3.6=-10.6$ eV. The levels that couple to the doublet are therefore

$$E=\frac{3.0-10.6}{2}\pm\sqrt{(6.8)^2+4^2}=-3.8\pm7.889,$$

or $4.089$ and $-11.689$ eV. Their weights are $P=0.931$ and $0.069$. The other two $\Lambda_1$ levels, at $0.805$ and $-7.205$ eV, contain the orthogonal longitudinal combination, so their weight is zero.

With $E_3=-3.0$ eV and $2\lambda^2=0.02$ eV², the upper level changes $\Delta_1$ by

$$+\frac{0.02\times0.931}{7.089}\ \text{eV}=+2.63\ \text{meV},$$

and the lower one by $-0.02\times0.069/8.689$ eV $=-0.16$ meV. The sum is $+2.47$ meV, so second order predicts $0.2025$ eV; the full matrix gives $0.2024$ eV. The ratio $0.675$ exceeds $2/3$ by 1.2% of $2/3$.

Q: Perhaps the agreement is an accident of these parameters. What shows that the leading law and its correction have the right form?

A: Two tests bear on the form, though they use the same hopping parameters. Reducing $\lambda$ to $0.0001$ eV brings the ratio at $f=0.3$, $0.5$ and $1$ to within $3\times10^{-5}$ of $2/3$, as a correction linear in $\lambda$ relative to $2\lambda$ requires. At $f=0.5$, halving $\lambda$ from $0.02$ to $0.01$ eV reduces the error of the second-order formula by a factor 8.01, as expected of a third-order remainder. The independence of the leading factor from the hopping parameters comes from the derivation, which used the symmetry of the line and not their values.

Q: Many semiconductors have two different atoms. Does the rule survive?

A: Not in general. Let $w_i=|u_i|^2$ be the weight of the valence p state on atom $i$. To first order each atom contributes its own $\lambda_i$ in proportion to this weight:

$$\Delta_0=3\sum_iw_i(\Gamma)\lambda_i,\qquad \Delta_1=2\sum_iw_i(\mathbf k)\lambda_i .$$

The ratio is $2/3$ if the two couplings are equal, because in this basis the state is pure p and the weights sum to one, or if the weights are the same at $\Gamma$ and at $\mathbf k$. Otherwise it changes.

Let the p levels be at $\mp\delta$ on atoms $a$ and $c$. The $2\times2$ transverse problem has lower energy $-W$, with $W=\sqrt{\delta^2+|T|^2}$. The expectation value of its diagonal part is $-\delta(w_a-w_c)$, and it is also $-\delta^2/W$, since $\partial(-W)/\partial\delta=-\delta/W$. Hence $w_a-w_c=\delta/W$ and

$$w_a=\frac12\left(1+\frac{\delta}{W}\right).$$

Take $\delta=1$ eV, $\lambda_a=0.15$ eV, $\lambda_c=0.05$ eV, s levels at $-8$ and $-6$ eV, and the same hoppings. Then $|T|$ rises from 2 eV at $\Gamma$ to 3 eV at L, and $w_a$ falls from $0.7236$ to $0.6581$. In eV,

$$\Delta_0=3(0.7236\times0.15+0.2764\times0.05)=0.367,$$
$$\Delta_1=2(0.6581\times0.15+0.3419\times0.05)=0.232 .$$

The first-order ratio is $0.631$, about 5% below $2/3$. The doublet at L has less weight on the atom with the stronger coupling than the valence state at $\Gamma$ has. The full matrix gives $0.368$ and $0.234$ eV, with ratio $0.635$. With equal small couplings on the same polar crystal, the ratio returns to $0.6667$.

Q: So what may I safely do with a splitting measured at L?

A: You may divide it by two to estimate the weighted coupling at L, provided $\lambda$ is small compared with the distances to the coupled $\Lambda_1$ levels and on-site coupling is adequate. Multiplying it by $3/2$ to obtain $\Delta_0$ also needs equal couplings or unchanged atomic weights. Those conditions suffice only within this model, where the valence states are pure p with one fixed radial function per atom. In a real crystal the p amplitude near the cores can differ between $\Gamma$ and L, and d character can mix in, so even a crystal of equal atoms need not give exactly $2/3$. Departures from $2/3$ can have either sign, and intersite spin-orbit terms, which this model omits, could add their own.

## Calculated quantities

```
Model parameters (eV):
Es=-7.0 Ep=0.0 Vss=-1.8 Vsp=2.0 Vsigma=2.5 Vpi=-0.5 lambda=0.10
Atomic L.sigma eigenvalues: [-2. -2.  1.  1.  1.  1.]
Coulomb 2p: 3*lambda / Dirac splitting = 0.99997
Gamma, no spin: valence top -2.0000 eV, next level 0.2000 eV
Delta0 from 16x16 matrix = 0.30000 eV
(2/3)*Delta0 = 0.20000 eV
Line Gamma-L; energies in eV; P = overlap weight
   f      E3       D       P    Delta1  two-band  2nd-ord  ratio
 0.05  -2.0077  0.0440  0.9673  0.03025  0.03011  -0.23956  0.1008
 0.10  -2.0304  0.1669  0.8848  0.09686  0.09627   0.09473  0.3229
 0.20  -2.1160  0.5695  0.6763  0.17452  0.17277   0.17809  0.5817
 0.30  -2.2429  1.0774  0.4933  0.19235  0.19001   0.19324  0.6412
 0.50  -2.5495  2.1937  0.2435  0.20030  0.19768   0.20046  0.6677
 0.75  -2.8754  3.5309  0.0699  0.20213  0.19959   0.20218  0.6738
 1.00  -3.0000  4.2050  0.0000  0.20243  0.20000   0.20247  0.6748
Error ratio on halving lambda at f=0.5: 8.011
Ratio for lambda=0.0001 eV at f=0.3: 0.666644
Ratio for lambda=0.0001 eV at f=0.5: 0.666668
Ratio for lambda=0.0001 eV at f=1.0: 0.666675
L point: Lambda1 level (eV), overlap weight, change of Delta1 (meV)
  -11.6892   0.0690   -0.1589
   -7.2050   0.0000   -0.0000
    0.8050   0.0000    0.0000
    4.0892   0.9310    2.6264
Delta1 at L = 0.20243 eV, first order = 0.20000 eV
Delta1/Delta0 at L = 0.67476
Polar variant (eV), atoms a and c:
Es=-8.0,-6.0 Ep=-1.0,1.0 lambda=0.15,0.05
Weight on atom a: Gamma 0.7236, L 0.6581
First order: Delta0=0.36708 eV, Delta1=0.23162 eV, ratio=0.6310
16x16 matrix: Delta0=0.36838 eV, Delta1=0.23380 eV, ratio=0.6347
Polar, equal lambda=0.0001 eV: ratio=0.666674
```
